# Why a Random Frame Split Does Not Test a Potential's Transferability

**Q:** I have fitted a potential to forces from a molecular-dynamics trajectory. I drew 80% of the frames at random for training and kept 20% for testing. The rms test force error is a fraction of a percent of the rms force, and none of the test frames entered the fit. Surely the potential is transferable.

**A:** The test frames were not in the fit, but their neighbours in time probably were. How far apart are your frames?

**Q:** Ten femtoseconds. But each frame has its own positions and its own forces. I don't see what could leak, since the reference forces carry no noise.

**A:** The leak needs no noise. Imagine a clerk who never sees an atomic position. He has a list of times and training forces, and for each test frame he draws a straight line between the nearest training forces before and after it. He has no potential at all. Let us work out his test score.

**Q:** What do you assume about the forces?

**A:** That the trajectory is stationary. Let $F(t)$ be the vector of all force components, and define

$$C(s)=\frac{\langle F(t)\cdot F(t+s)\rangle}{\langle F\cdot F\rangle},\qquad C(0)=1 .$$

Start with a simpler clerk, who repeats the force stored a time $s$ earlier. Expanding the square and using stationarity for the two squared terms gives

$$\frac{\langle|F(t+s)-F(t)|^2\rangle}{\langle |F|^2\rangle}=1+1-2C(s)=2[1-C(s)] .$$

For a confined system in thermal equilibrium the mean force vanishes, because it is proportional to the integral of $\nabla e^{-E/k_BT}$, where $E$ is the potential energy. Once the correlation has died out, $C\to0$ and the relative rms error tends to $\sqrt2$. Predicting zero force would give 1, so far from his stored data this clerk is worse than knowing nothing.

**Q:** And the one who interpolates?

**A:** Let his stored frames lie a time $p$ before and $q$ after the test frame. Linear interpolation gives them the weights

$$a=\frac{q}{p+q},\qquad b=\frac{p}{p+q},\qquad a+b=1 .$$

His error is $F(t)-aF(t-p)-bF(t+q)$. The three squares contribute $1+a^2+b^2$. The cross terms involve the lags $p$, $q$ and $p+q$, so the relative squared error is

$$\varepsilon^2(p,q)=1+a^2+b^2-2aC(p)-2bC(q)+2ab\,C(p+q).$$

At short lags write $C(s)\approx1-\alpha s^2/2$. The constant part is $1+(a+b)^2-2(a+b)=0$. The quadratic part is

$$\alpha\left[ap^2+bq^2-ab(p+q)^2\right]=\alpha\,[pq-pq]=0,$$

because $ap^2+bq^2=pq(p+q)/(p+q)=pq$ and $ab(p+q)^2=pq$. A neighbour on each side removes the leading error that a single neighbour leaves.

**Q:** In a random split the gaps vary, though.

**A:** Yes. Suppose each frame is stored independently with probability $f$, and now count $p$ and $q$ in frames. The nearest earlier stored frame lies $p$ frames away if $p-1$ frames were skipped and the next was stored:

$$P(p)=f(1-f)^{p-1}.$$

The same law holds for $q$, independently. Far from the ends of the trajectory, the clerk's expected squared score is therefore

$$\varepsilon^2_{\rm random}=\sum_{p,q\ge1}P(p)P(q)\,\varepsilon^2(p\,\Delta t,\,q\,\Delta t),$$

where $\Delta t$ is the frame spacing. With $f=0.8$, both immediate neighbours are present for $0.8^2=64\%$ of the test frames.

**Q:** To get a number you need $C$.

**A:** Take a model in which it can be calculated. Eight atoms of mass $m=50$ u stand in a row between two fixed atoms and move along the row. Let $x_i$ be the displacement of atom $i$ from its site, with $x_0=x_9=0$, and let $u_i=x_i-x_{i-1}$ be the extension of bond $i$. Each of the nine bonds has the Morse energy

$$V(u)=D\left(1-e^{-\kappa u}\right)^2,\qquad D=0.5\ \text{eV},\quad \kappa=1.5\ \text{Å}^{-1}.$$

These are round model parameters and stand for no particular material. Differentiating the total energy gives

$$F_i=-\frac{\partial E}{\partial x_i}=V'(u_{i+1})-V'(u_i),\qquad V'(u)=2D\kappa e^{-\kappa u}\left(1-e^{-\kappa u}\right).$$

For small $u$, $V'(u)\approx Ku$ with $K=2D\kappa^2=2(0.5)(1.5)^2=2.25$ eV/Å². The motion is classical Langevin dynamics with friction rate $\gamma=0.01\ \text{fs}^{-1}$.

At low temperature the chain is nearly harmonic. Insert $x_j\propto\sin(j\theta_k)$ with $\theta_k=k\pi/9$, which vanishes at both fixed atoms. Since $2x_j-x_{j-1}-x_{j+1}=(2-2\cos\theta_k)x_j$,

$$\omega_k^2=\frac{K}{m}(2-2\cos\theta_k)=\frac{4K}{m}\sin^2\frac{\theta_k}{2},\qquad k=1,\dots,8 .$$

The undamped periods run from 153 to 868 fs.

**Q:** And the correlation of one damped mode?

**A:** Average the Langevin equation after multiplying it by the initial mode coordinate. The later random force is uncorrelated with that coordinate, so the normalized correlation $c_k(t)$ obeys

$$\ddot c_k+\gamma\dot c_k+\omega_k^2c_k=0,\qquad c_k(0)=1,\quad \dot c_k(0)=0 .$$

The second initial condition holds because position and velocity are uncorrelated in equilibrium. All modes here are underdamped, so for $t\ge0$

$$c_k(t)=e^{-\gamma t/2}\left[\cos\Omega_kt+\frac{\gamma}{2\Omega_k}\sin\Omega_kt\right],\qquad \Omega_k^2=\omega_k^2-\frac{\gamma^2}{4}.$$

The force in mode $k$ is $-m\omega_k^2q_k$, where $q_k$ is the mode coordinate, and equipartition gives $\langle q_k^2\rangle=k_BT/(m\omega_k^2)$. The mean squared mode force is then $m\omega_k^2k_BT$. The transformation to normal modes is orthogonal and preserves the dot product in $C$, so

$$C(t)=\frac{\sum_k\omega_k^2c_k(t)}{\sum_k\omega_k^2}.$$

The envelope of each mode decays in $2/\gamma=200$ fs. I use this as the correlation time of the configuration. Forces can lose their memory sooner, because the weights $\omega_k^2$ favour fast modes and their oscillations get out of step.

**Q:** So how well does the clerk do?

**A:** I integrated the full Morse chain at 3 K with a 5 fs time step and gave him random splits. His rms error, relative to the rms force, was:

| frame spacing (fs) | simulated | formula |
|---:|---:|---:|
| 10 | 0.140 | 0.139 |
| 40 | 1.03 | 1.01 |
| 160 | 1.07 | 1.07 |
| 640 | 1.23 | 1.23 |

At 10 fs he scores 14% without having seen a position. Repeating a single force from 10 fs earlier gives 35%, so the second neighbour helps as the algebra suggests. At 40 fs he is already no better than a prediction of zero. At 640 fs he is close to $\sqrt{1+1/4+1/4}\approx1.22$, the value for equal gaps and vanished correlation (averaging over the random gaps raises it to 1.23).

If he must repeat a force stored 2000 fs earlier, his error is 1.42, close to $\sqrt2$. A distant time block exposes him at once.

**Q:** My potential is not a clerk. It takes positions and returns forces, and its error is far below 14%.

**A:** It can still profit from the same neighbours. Let $e(x)=F_{\rm model}(x)-F_{\rm ref}(x)$ be its error at configuration $x$, and let $x_i$ be a training configuration. Integrating the Jacobian $J$ of $e$ along the straight line between them gives

$$e(x)=e(x_i)+\int_0^1J\big(x_i+\lambda(x-x_i)\big)(x-x_i)\,d\lambda .$$

If the norm of $J$ is at most $L$ on that segment, then

$$|e(x)|\le|e(x_i)|+L\,|x-x_i| .$$

A flexible fit makes $|e(x_i)|$ small. If the test configuration is so close to $x_i$ that $L\,|x-x_i|$ is small compared with the forces, its error is small too, even though the Jacobian of the potential is imperfect. How close that must be depends on $L$. A model whose force did not change at all near $x_i$ would be the repeating clerk, whose error in the chain at 3 K was 35% of the rms force at 10 fs, so the bound alone does not guarantee a fraction of a percent. At a distant configuration the inequality allows a large error, though it does not require one.

**Q:** Show me that with a real potential, one that has an energy.

**A:** I used Gaussian-kernel regression on the forces. The energy is treated as a random function of all eight displacements, with covariance

$$k(x,x')=e^{-r^2/2\ell^2},\qquad r=x-x'.$$

Since $F=-\nabla E$, the two minus signs cancel in the covariance of two force components. Using $\partial k/\partial x'_b=r_bk/\ell^2$,

$$K_{ab}(x,x')=\frac{\partial^2k}{\partial x_a\,\partial x'_b}=\left(\frac{\delta_{ab}}{\ell^2}-\frac{r_ar_b}{\ell^4}\right)k .$$

Solving a linear system for the training forces, with a small diagonal term $10^{-8}/\ell^2$ (it keeps the system solvable, but it also regularizes the fit, so the errors below depend on its size), gives one weight vector $w_j$ per training frame. With $r_j=x-x_j$ and $k_j=k(x,x_j)$, the energy is

$$E(x)=-\frac1{\ell^2}\sum_j(r_j\cdot w_j)\,k_j .$$

Its negative gradient follows from the product rule:

$$-\frac{\partial E}{\partial x_a}=\sum_j\left[\frac{w_{j,a}}{\ell^2}-\frac{r_{j,a}(r_j\cdot w_j)}{\ell^4}\right]k_j=\sum_{j,b}K_{ab}(x,x_j)\,w_{j,b}.$$

So the predicted force is conservative. The model is flexible because it is not told that the energy is a sum over bonds.

**Q:** What data did it get?

**A:** I took 200 frames from a 300 K trajectory, 160 for training and 40 for the random test. I repeated this for eight trajectories and pooled the squared errors. The same fitted potentials were then judged on 400 frames from separate trajectories at 300 K. With $\ell=0.6$ Å and a spacing of 10 fs, the rms errors per force component were:

- training frames: 0.035 meV/Å
- random test frames: 0.72 meV/Å
- independent frames at 300 K: 73 meV/Å

The rms force on the independent frames is 356 meV/Å. The random split therefore reports $0.72/356=0.2\%$, while the error on new trajectories at the same temperature is $73/356\approx20\%$. The ratio is about 100 for this set of trajectories. Rare frames dominate rms errors of this kind, so read it as a large factor, of order tens to a hundred, and not as a fixed number. Other sets of eight trajectories give about 30 to 60.

**Q:** A factor of 100 without changing the temperature! Are the independent frames really so much farther away?

**A:** The mean distance to the nearest training frame, measured in the space of all eight displacements, is 0.057 Å for random test frames and 0.218 Å for independent ones. That is a factor of 3.8, so an error merely proportional to distance would not explain 100. Most random test frames also have training frames on both sides, which for the clerk removed the leading error. I suspect a similar cancellation here, but I have not isolated it.

**Q:** Perhaps the potential is simply bad because 200 frames are too few. Why blame the correlation?

**A:** Keep 200 frames and change their spacing. Errors are in meV/Å:

| spacing (fs) | random | independent | ratio |
|---:|---:|---:|---:|
| 10 | 0.72 | 73 | 101 |
| 40 | 13 | 28 | 2.1 |
| 160 | 13 | 23 | 1.8 |
| 640 | 17 | 20 | 1.2 |

The normalized position correlation at one frame spacing falls down the table: 0.99, 0.84, 0.37 and $-0.01$. At 640 fs the two errors nearly agree. I have no error bars, and a few frames with large errors dominate these rms values, so I would not interpret the ratios of 2.1, 1.8 and 1.2 at the three wider spacings, or their ordering. The table shows a very large gap at 10 fs and much smaller ones from 40 fs on. It does not fix the spacing at which the gap closes.

The number of frames did not change, but the simulated time grew from 2 to 128 ps. Two things happened. The random test lost its close neighbours and its error rose, while the potential saw more distinct configurations and its independent error fell. The potential with the best random score in the table is the worst one on new trajectories.

**Q:** That is unpleasant. I also choose my kernel length by the random test error.

**A:** At 10 fs spacing, lengths of 0.3, 0.6 and 1.2 Å give random errors of 2.8, 0.72 and 0.75 meV/Å. The last two differ by 4%, too little to decide anything without error bars. The independent errors are 116, 73 and 38 meV/Å, so 1.2 Å is better than 0.6 Å by nearly a factor of two. For these trajectories the random test hardly separates two lengths that perform very differently on new ones. The near tie itself depends on the trajectories and on the diagonal term. On another set the random errors for 0.6 and 1.2 Å are 1.5 and 1.1 meV/Å with $10^{-8}/\ell^2$, 1.4 and 0.8 with $10^{-10}/\ell^2$, and 2.2 and 3.7 with $10^{-6}/\ell^2$, while 1.2 Å stays about twice as good on independent frames in all three cases. A near tie in the random score is therefore no evidence that two models are equally good.

**Q:** Then I will train on the first 80% of the trajectory and test on the last 20%. Does that settle it?

**A:** It helps a great deal. At 10 fs spacing this block split gives 39 meV/Å for these trajectories, about 54 times the random-split error. Read that factor, too, as tens and not as a fixed number. But the start of the test block still touches the training data. Its first three frames, 10 to 30 fs after the last training frame, have an error of 3.3 meV/Å. Its last twenty, 210 to 400 fs after, have 50 meV/Å. Both numbers scatter: other sets of trajectories give 3 to 17 and about 20 to 80 meV/Å, and in some the contrast is weak. As a precaution, leave out a buffer long enough for the correlation to die out, a few times 200 fs in this chain, or test on a separate trajectory.

**Q:** Even 50 is below the 73 on independent frames.

**A:** The two numbers belong to differently trained fits and a few frames dominate errors of this kind, so the comparison is rough and another set of trajectories can reverse the order. Still, one block of 400 fs spans only two decay times. Its frames may still resemble the training data, and it can miss the rare configurations that dominate the rms error. I have not separated these two effects. A block split is as good as its blocks are long and numerous. If a slow process, such as a change of structure, never occurs in the trajectory, no split of that trajectory can test it.

**Q:** Suppose I do all that and the independent error at 300 K is small. May I call the potential transferable then?

**A:** You may say that it works for the ensemble you sampled. Transferability concerns other conditions, and temperature is a simple one to try. I applied the 300 K potentials to 400 independent frames at 900 K, on which the rms force is 678 meV/Å. The fits from 10 fs spacing had an error of 247 meV/Å, or $247/678\approx36\%$.

The fits from 640 fs spacing are more telling, because their random test was nearly honest. Their error rises from 20 meV/Å at 300 K to 144 meV/Å at 900 K. Relative to the rms force at each temperature, that is

$$\frac{20}{356}\approx6\%\quad\longrightarrow\quad\frac{144}{678}\approx21\% .$$

This increase is not leakage between neighbouring frames. The hotter chain visits bond extensions that are rare at 300 K, and the potential has to extrapolate. Removing the leak and testing extrapolation are separate tasks.

**Q:** Is a potential fitted to closely spaced frames always poor, then?

**A:** No. Correlated frames carry less information than their number suggests, but a restricted model may need little. I fitted the same 10 fs data with a nearest-neighbour pair form,

$$V'(u)\approx c_1u+c_2u^2+c_3u^3+c_4u^4 .$$

A constant term would cancel in $V'(u_{i+1})-V'(u_i)$, so it is omitted. Four coefficients were determined by least squares from $160\times8=1280$ force components. The random-split error is 0.24 meV/Å and the independent error at 300 K is 0.75 meV/Å. The random score is still optimistic, by a factor of three for these trajectories (about 1.5 to 3.5 on other sets), but the potential is good: its independent error here is about a hundredth of the kernel potential's.

**Q:** Because the pair form is the right physics?

**A:** In this model it is, since the reference energy really is a sum over nearest-neighbour bonds. For a real material you would have to establish that. And even here the form is not complete, because the Morse slope is not a quartic polynomial. At 900 K the error grows to 40 meV/Å on these test frames, or $40/678\approx6\%$. That value is not converged: about 1% of the hot frames carry most of the squared error, and other sets of 400 frames give from about 10 to about 110 meV/Å. The right structure reduces the damage at high temperature without removing it.

**Q:** So what does my fraction of a percent actually tell me?

**A:** That your potential can fill in short gaps, most of them a single frame, in a trajectory it has already seen. It is a useful check that the fit ran properly, since a large error there would signal trouble. To learn how the potential behaves on a new run, hold out whole trajectories, or long blocks separated by a buffer. To learn how it behaves under other conditions, hold out those conditions: a temperature, a density or a structure that the training set lacks. Then quote each error with the split that produced it.

**Q:** And if the random and the independent errors agree?

**A:** Then you have no sign of a leak for that ensemble, and the random split was adequate there. The agreement says nothing about 900 K.
